# The local field in cubic and tetragonal lattices of point dipoles, part 2

Identical isotropic point dipoles $\mathbf p=\alpha\mathbf E_{\rm loc}$, one per cell of volume $v$, have uniform interior polarization $\mathbf P=\mathbf p/v$. We seek the field $\mathbf E_{\rm loc}$ acting on one particle and the dielectric constants $\varepsilon_a$, for a simple tetragonal lattice with edges $a,a,c$ and $\gamma=c/a$. Hartree atomic units are used in Gaussian form, $\mathbf D=\mathbf E+4\pi\mathbf P$. $\mathbf E_{\rm ext}$ is the field of charges outside the sample, $\mathbf E_{\rm mac}$ the macroscopic field. Primed sums omit the origin.

The first derivation drew a sphere of radius $\rho$ about a site at distance $d$ or more from the surface, and found

$$\mathbf E_{\rm loc}=\mathbf E_{\rm mac}+\frac{4\pi}{3}\mathbf P+S\,\mathbf p=\mathbf E_{\rm mac}+4\pi L\mathbf P,\qquad L=\tfrac13\mathbb 1+\frac{v}{4\pi}S.$$

Here $S$ sums the dipole tensor

$$T_{ab}(\mathbf r)=\frac{3r_ar_b-r^2\delta_{ab}}{r^5}$$

over growing spheres, numerically with the smooth weight $f=\tfrac12\operatorname{erfc}[(R-15a)/2.5a]$. With $x=4\pi\alpha/v$,

$$\varepsilon_a-1=\frac{x}{1-xL_a},\qquad\frac{E_{{\rm loc},a}}{E_{{\rm mac},a}}=1+L_a(\varepsilon_a-1)=\frac1{1-xL_a}.$$

For $L_a=1/3$ this is the Clausius-Mossotti relation $(\varepsilon-1)/(\varepsilon+2)=4\pi\alpha/3v$. Over a large spheroid of semi-axes proportional to $1,1,m$, the lattice sum is $v\sum'T_{zz}=4\pi(L_z-N_z)$, with

$$N_z=m\int_0^1\frac{t^2\,dt}{(1+bt^2)^{3/2}},\qquad b=m^2-1.$$

The second derivation sums a slab of infinite square planes at $z=mc$, $|m|\le M$, with in-plane wavevectors $\mathbf G=(2\pi/a)(h,k)$, integers $h,k$ and $s=\sqrt{h^2+k^2}$. The sum of $T$ over one plane is $t(z)$. A tilde marks the in-plane Fourier transform at wavevector $\mathbf q$; that of $1/r$ is

$$\tilde\phi(q,z)=\frac{2\pi}{q}e^{-q|z|},$$

with $\tilde T_{zz}=\partial_z^2\tilde\phi$ and $\tilde T_{xx}=-q_x^2\tilde\phi$. The slab sums are

$$\Sigma_{zz}=\frac{-C+4\pi F(\gamma)}{a^3},\qquad\Sigma_{xx}=-\tfrac12\Sigma_{zz},\qquad E_{{\rm loc},a}=E_{{\rm ext},a}+\Sigma_{aa}\,p_a,$$

$$C={\sum_{h,k}}'s^{-3},\qquad F(\gamma)=2\pi{\sum_{h,k}}'\frac{s}{e^{2\pi\gamma s}-1}.$$

It remains to find $\mathbf E_{\rm mac}$ for the slab and prove the formula stated at the start,

$$L_z=1-\gamma\left[\tfrac23+F(1)\right]+\gamma F(\gamma).$$

### The macroscopic field as an average

The macroscopic field is the average of the full microscopic field over a cell. Averaging over the plane keeps only the $\mathbf G=0$ term, now including its singular part on the plane. Since $\partial_z^2e^{-q|z|}=q^2e^{-q|z|}-2q\,\delta(z)$, the complete transform is $\tilde T_{zz}=2\pi qe^{-q|z|}-4\pi\delta(z)$, which tends to $-4\pi\delta(z)$ as $q\to0$, while $\tilde T_{xx}\to0$. The plane-averaged field of the dipoles is thus $-4\pi(p_z/a^2)\sum_m\delta(z-mc)$ along $z$, and averaging over one period $c$ gives $-4\pi p_z/a^2c$. With $v=a^2c=\gamma a^3$,

$$E_{{\rm mac},z}=E_{{\rm ext},z}-4\pi P_z,\qquad E_{{\rm mac},x}=E_{{\rm ext},x}.$$

Eliminating the external field and writing $p_a=vP_a$, one finds $E_{{\rm loc},z}=E_{{\rm mac},z}+(4\pi+v\Sigma_{zz})P_z$ and $E_{{\rm loc},x}=E_{{\rm mac},x}+v\Sigma_{xx}P_x$. These have the form $E_{\rm mac}+4\pi LP$ with

$$L_z=1-\frac{\gamma C}{4\pi}+\gamma F(\gamma),\qquad L_x=\frac{\gamma C}{8\pi}-\frac{\gamma F(\gamma)}{2}=\frac{1-L_z}{2}.$$

The unit trace appears here as the outcome of two separate calculations, one with the field normal to the slab and one with the field parallel to it.

### The cubic value

It remains to show that $L_z=1/3$ at $\gamma=1$, that is $\Sigma_{zz}=-8\pi/3a^3$. Set $a=c=1$. The Gaussian integral $\int_0^\infty t^4e^{-t^2r^2}dt=\tfrac{3\sqrt\pi}{8}r^{-5}$ (differentiate $\int_0^\infty e^{-\beta t^2}dt=\tfrac12\sqrt{\pi/\beta}$ twice with respect to $\beta=r^2$) turns $T_{zz}=(2m^2-h^2-k^2)/r^5$ into

$$T_{zz}=\frac{8}{3\sqrt\pi}\int_0^\infty t^4\,(2m^2-h^2-k^2)\,e^{-t^2(h^2+k^2+m^2)}dt.$$

For a finite number of planes the sum converges absolutely, so it may be taken under the integral, and the origin may be included because its prefactor is zero. Define $\theta=\sum_ne^{-t^2n^2}$ and $Z=\sum_nn^2e^{-t^2n^2}$ over all integers, and $\theta_M$, $Z_M$ as the same sums restricted to $|n|\le M$. The lattice sum at fixed $t$ factorizes into $2Z_M\theta^2-2\theta_M\theta Z$. If the restricted sums were complete the two terms would cancel. This is where cubic symmetry enters: the three directions give the same functions $\theta$ and $Z$. What survives is the part that was left out. Substituting $Z_M=Z-\sum_{|m|>M}m^2e^{-t^2m^2}$ and $\theta_M=\theta-\sum_{|m|>M}e^{-t^2m^2}$,

$$2Z_M\theta^2-2\theta_M\theta Z=2\theta\sum_{|m|>M}\left(Z-m^2\theta\right)e^{-t^2m^2}.$$

Every term carries a factor smaller than $e^{-t^2M^2}$, so for large $M$ only $t$ of order $1/M$ or less contributes. There the one-dimensional Poisson formula gives $\theta=(\sqrt\pi/t)\sum_ke^{-\pi^2k^2/t^2}$, so $\theta=\sqrt\pi/t$ and $Z=-d\theta/d(t^2)=\sqrt\pi/2t^3$ up to exponentially small terms. The summand varies with $m$ on the scale $1/t$, so the two tails become $2\int_H^\infty dz$ with $H=M+\tfrac12$, with the relative error $O(t^2)=O(M^{-2})$ of the midpoint rule. Then

$$2\,\frac{\pi}{t^2}\cdot2\int_H^\infty\left(\frac1{2t^2}-z^2\right)e^{-t^2z^2}dz=\frac{2\pi}{t^2}\left[\frac{z\,e^{-t^2z^2}}{t^2}\right]_H^\infty=-\frac{2\pi H}{t^4}e^{-t^2H^2},$$

because the derivative of $ze^{-t^2z^2}/t^2$ is $(1/t^2-2z^2)e^{-t^2z^2}$. The remaining integral is

$$\Sigma_{zz}=-\frac{8}{3\sqrt\pi}\,2\pi H\int_0^\infty e^{-t^2H^2}dt=-\frac{8}{3\sqrt\pi}\,2\pi H\,\frac{\sqrt\pi}{2H}=-\frac{8\pi}{3}.$$

Hence $L_z=1-\tfrac23=\tfrac13$ and $L_x=(1-\tfrac13)/2=\tfrac13$. The isotropy of the simple cubic response comes out as a result, and the algebra of the first derivation then gives the Clausius-Mossotti relation.

The same result fixes the constant of the square lattice. From $-C+4\pi F(1)=-8\pi/3$,

$$\frac{C}{4\pi}=\frac23+F(1),$$

and inserting this in $L_z$ gives the formula stated at the start. Summing the rapidly convergent series gives $F(1)=0.0522061$, so $C/4\pi=0.7188728$ and $C=9.0336217$. Summing $s^{-3}$ in real space, with the weight $f$ on the lattice points and the remainder $(1-f)s^{-3}$ integrated over the plane, gives the same $9.0336217$.

### How $L_z$ depends on the axis ratio

With $X=2\pi\gamma s$ the last term of $L_z$ is $\gamma F(\gamma)=\sum'X/(e^X-1)$. The function can be written $X/(e^X-1)=y\coth y-y$ with $y=X/2$. Its second derivative in $y$ is $2(y\coth y-1)/\sinh^2y$, which is positive because $y>\tanh y$, so it is convex. A convex function that tends to zero from above at infinity is decreasing. The term $-\gamma C/4\pi$ is linear and decreasing. Thus $L_z$ falls steadily with $\gamma$ and is convex, lying above each of its tangents. The series gives the values in the table, and the spherical sums of the first derivation give the same six decimals in every row.

| $c/a$ | $L_z$ | $L_x$ |
|---|---|---|
| 0.8 | 0.583964 | 0.208018 |
| 0.9 | 0.444129 | 0.277936 |
| 1.0 | 0.333333 | 0.333333 |
| 1.1 | 0.239114 | 0.380443 |
| 1.2 | 0.154412 | 0.422794 |
| 1.5 | −0.075179 | 0.537590 |

For large $\gamma$ the planes decouple, $\gamma F\to0$ exponentially, and $L_z\to1-\gamma C/4\pi$. Root finding on the full formula puts the zero of $L_z$ at $\gamma=1.3988$. Beyond it the local field along $z$ is weaker than the macroscopic field, because the opposing field $-Cp/a^3$ of the side-by-side neighbours exceeds $4\pi P$ plus the small field of the other planes. The $L_a$ add up to one, but unlike the factor $N_z$, whose integrand is positive, they can be negative. For small $\gamma$ the sum over $h,k$ becomes an integral at leading order, $\int2\pi s\,ds\,X/(e^X-1)=(2\pi\gamma^2)^{-1}\int_0^\infty X^2dX/(e^X-1)=\zeta(3)/\pi\gamma^2$, where expanding $1/(e^X-1)=\sum_ne^{-nX}$ gave $\int=2\zeta(3)$. This is the field of the site's own chain, since $\sum_{m\ne0}2/|mc|^3=4\zeta(3)/c^3$ and $v/4\pi$ times that is $\zeta(3)/\pi\gamma^2$.

Near the cubic point, $dL_z/d\gamma=-C/4\pi+F+\gamma F'$. At $\gamma=1$ the first two terms give $-\tfrac23$. Differentiating the series gives $F'=-4\pi^2\sum's^2e^X/(e^X-1)^2$, and $e^X/(e^X-1)^2=1/[4\sinh^2(X/2)]$. Therefore

$$L_z\approx\tfrac13+\kappa(\gamma-1),\qquad\kappa=-\frac23-\pi^2{\sum_{h,k}}'\frac{s^2}{\sinh^2(\pi s)}=-1.009865.$$

A central difference of the spherical sums at $\gamma=1\pm0.001$ gives $-1.009866$. The six nearest neighbours alone give $vS_{zz}/4\pi=(\gamma^{-2}-\gamma)/\pi$ and a slope $-3/\pi$, of the same sign and slightly smaller in size. The closeness comes from a cancellation, not from small remaining terms. The twelve second neighbours alone add $3/(4\sqrt2\,\pi)=0.169$ to the slope, and all cubic shells beyond the first together add $+0.212$. Under the distortion these shells fill a spheroid with $m=\gamma$, not a sphere, so their summed slope is $d(L_z-N_z)/d\gamma$. Differentiating the integral for $N_z$ at $m=1$ gives $\tfrac13-\tfrac35=-\tfrac4{15}$, and $\kappa=-0.955+0.212-0.267$. Since $d\varepsilon/dL=x^2/(1-xL)^2=(\varepsilon-1)^2$ and $L_z-L_x=(3L_z-1)/2$, the anisotropy to first order in the distortion, at fixed $x$, is

$$\varepsilon_z-\varepsilon_x\approx\tfrac32\,\kappa\,(\varepsilon-1)^2(\gamma-1),$$

with $\varepsilon$ the Clausius-Mossotti value. A lattice of isotropic particles becomes anisotropic through its geometry alone.

These numbers belong to the simple tetragonal lattice. The body-centred tetragonal lattice is body-centred cubic at $\gamma=1$. At $\gamma=\sqrt2$ it is face-centred cubic: the vectors $(a,a,0)$, $(a,-a,0)$ and $(0,0,c)$ are then orthogonal and of equal length, and the remaining points fall on the face centres of the cube they span. So $L_z=1/3$ at both ratios. In between, at $\gamma=1.2$, the spherical sum gives $L_z=0.334788$, which differs from $1/3$ by less than one hundredth of the simple tetragonal shift.

## A worked example

The parameters are round model values: $\alpha=20$ bohr$^3$ ($2.96$ Å$^3$), $a=6$ bohr, $c=7.2$ bohr, so $\gamma=1.2$. Six or seven digits are carried so that the two derivations can be compared within the model; they say nothing about the accuracy of the model for a material.

The cell volume is $v=6^2\times7.2=259.2$ bohr$^3$ and $x=4\pi\times20/259.2=0.969627$. The series for $F(1.2)$ is taken shell by shell. The four terms with $s=1$ give $8\pi/(e^{2.4\pi}-1)=0.0133650$, the four with $s^2=2$ give $0.0008316$, the four with $s^2=4$ give $0.0000142$ and the eight with $s^2=5$ give $0.0000054$. The total is $F=0.0142162$, and $\gamma F=0.0170594$. With $\gamma C/4\pi=1.2\times0.7188728=0.8626473$,

$$L_z=1-0.8626473+0.0170594=0.154412,\qquad L_x=\frac{1-0.154412}{2}=0.422794.$$

The first derivation reaches the same value through the spherical sum, $S_{zz}=-8.6743\times10^{-3}$ bohr$^{-3}$ and $S_{xx}=+4.3372\times10^{-3}$ bohr$^{-3}$, since $\tfrac13+259.2\times(-8.6743\times10^{-3})/4\pi=0.1544$.

With $xL_z=0.149722$, $xL_x=0.409953$ and $x/3=0.323209$,

$$\varepsilon_z=1+\frac{0.969627}{1-0.149722}=2.140365,\qquad\varepsilon_x=1+\frac{0.969627}{1-0.409953}=2.643304,$$

and a cubic lattice of the same density has $\varepsilon=1+0.969627/(1-0.323209)=2.432684$. The Clausius-Mossotti value is about 14% too high relative to $\varepsilon_z$ and about 8% too low relative to $\varepsilon_x$. Ignoring the local field altogether gives $1+x=1.970$. A slab of 25 layers can be solved without assuming equal dipoles: the couplings $t(mc)$ are summed in real space in the same way as $C$, the linear equations for the $p_i$ are solved, and the polarization of the central layer is inserted in $\varepsilon_z=E_{\rm ext}/(E_{\rm ext}-4\pi P_z)$ and $\varepsilon_x=1+4\pi P_x/E_{\rm ext}$. This gives $2.140365$ and $2.643304$.

The directional mean $(2\varepsilon_x+\varepsilon_z)/3=2.4757$ exceeds the cubic value $2.4327$. The mean of the $L_a$ is $1/3$, and $\varepsilon$ is convex in $L$, with $d^2\varepsilon/dL^2=2(\varepsilon-1)\,d\varepsilon/dL=2(\varepsilon-1)^3>0$, so in this model any spread of the $L_a$ at fixed $x$ raises the mean. The square roots, $1.463$ along $z$, $1.626$ along $x$ and $1.560$ for the cubic lattice, are refractive indices for light polarized along those axes, provided the wavelength is much longer than $a$ and the frequency low enough for the static $\alpha$ to apply.

For a macroscopic field of $10^{-4}$ a.u. ($5.14\times10^7$ V/m) the ratios $E_{\rm loc}/E_{\rm mac}=1/(1-xL_a)$ are $1.176$ along $z$, $1.695$ along $x$ and $1.478$ in the cubic lattice. The local fields are $6.05\times10^7$, $8.71\times10^7$ and $7.60\times10^7$ V/m, and the dipoles $\alpha E_{\rm loc}$ are $2.352\times10^{-3}$, $3.390\times10^{-3}$ and $2.955\times10^{-3}$ $e\,$bohr.

The linear law has the slope $\tfrac32\times(-1.009865)\times(1.432684)^2=-3.109$. Slabs at $\gamma=1\pm0.01$ with the same $x$ give $-3.111$ by central difference. At $\gamma-1=0.2$ the law predicts $\varepsilon_z-\varepsilon_x=-0.622$, while the full result is $-0.503$, so the linear estimate is about 24% too large in size relative to the full value. Two second-order effects act in the same direction. The convexity of $L_z(\gamma)$ puts the true $0.154412$ above the tangent value $0.131360$. And with $\delta L_z=\delta$, $\delta L_x=-\delta/2$, the curvature of $\varepsilon(L)$ adds $(\varepsilon-1)^3(\delta^2-\delta^2/4)>0$ to the negative difference.

## Where both derivations stop: stability and the point-dipole model

The formula for $\varepsilon_a$ has a pole at $xL_a=1$, where a uniform polarization sustains itself with $\mathbf E_{\rm mac}=0$. For the simple cubic lattice this is $\alpha/a^3=3/4\pi=0.2387$. The uniform solution is physical only if it minimizes the energy

$$U=\sum_i\frac{p_i^2}{2\alpha}-\frac12\sum_{i\neq j}\mathbf p_i\cdot T(\mathbf R_i-\mathbf R_j)\,\mathbf p_j-\sum_i\mathbf p_i\cdot\mathbf E_{\rm ext},$$

whose stationarity condition is $\mathbf p_i=\alpha\mathbf E_{{\rm loc},i}$. On a Bravais lattice the quadratic part is diagonalized by waves $\mathbf p\,e^{i\mathbf k\cdot\mathbf R}$, and it is positive only if $\alpha\lambda<1$ for every eigenvalue $\lambda$ of $T(\mathbf k)=\sum'T(\mathbf R)\cos(\mathbf k\cdot\mathbf R)$ at every $\mathbf k$. The uniform pattern with $\mathbf E_{\rm mac}=0$ corresponds to $\lambda=4\pi L_a/v$, which is $4.1888/a^3$ for simple cubic. The columnar pattern $\mathbf k=(\pi,\pi,0)/a$, with dipoles along $z$ that are parallel within a column and reversed between neighbouring columns, has $T_{zz}(\mathbf k)=5.3536/a^3$ when summed with the weight $f$. In it the four side-by-side neighbours help instead of opposing, so the nearest six give $(4+4)/a^3$, and the farther sites reduce this to the value found. This pattern is unstable for $\alpha/a^3>0.1868$, so the simple cubic lattice of point dipoles has lost stability no later than that, and the Clausius-Mossotti pole is not reached. For the worked example the largest $\alpha\lambda$ among the zone-boundary points $(i\pi/a,j\pi/a,l\pi/c)$ with $i,j,l\in\{0,1\}$ is $0.478$, and the uniform value is $xL_x=0.410$. Both are well below one, although these points do not cover the whole zone.

For particles of finite size, the field of the neighbours varies across the particle. Inversion through a Bravais site reverses every dipole, so the potential of the other dipoles is odd about the site and contains only the orders $l=1,3,5,\dots$. If the particle is spherically symmetric and responds linearly, no quadrupole is induced, and the lowest multipole that can join the dipole is the octupole. A particle without an inversion centre, such as a tetrahedral one, can have an isotropic $\alpha$ and still acquire a quadrupole in a uniform field. When the charge clouds overlap, as in covalent or metallic solids, a polarizability per site and a field acting at a point have no unique definition, and neither derivation applies as it stands.

## What each derivation assumes

Both rest on the same physical model: linear, isotropic point dipoles at fixed sites, a static field, equal dipoles in the bulk and a stable lattice. They differ in how the conditionally convergent sum is given a value, in how the macroscopic field is identified, and in how much of the lattice structure is needed.

The first derivation needs two lengths large compared with the lattice spacing, the radius of the sphere and the distance to the surface, and its error bounds are powers, of order $a/\rho$ and $a/d$. It takes the macroscopic field from continuum electrostatics, as the field of the external charges and of the surface charge $\mathbf P\cdot\mathbf n$. It bounds the effect of the surface dipoles without computing them. In return it holds for any Bravais lattice, it proves that $L$ does not depend on the shape of the sample, and it obtains $S=0$ for all three cubic lattices from a twofold and a threefold rotation. The number $1/3$ arises in it as the angular average of $\cos^2\theta$. The sphere is a choice of bookkeeping with no physical cavity behind it, made because a sphere is invariant under every rotation and so lets the symmetry act shell by shell. For a tetragonal lattice this route yields the form of $L$ and a sum to be evaluated numerically, with no closed expression.

The second derivation fixes one shape, a slab of infinite lattice planes normal to the fourfold axis, and uses their two-dimensional periodicity. It obtains the macroscopic field by averaging the microscopic one, treats the surface layers by equations that are exact within the model, and approaches the bulk exponentially with depth. It gives $L_z(\gamma)$ as a series from which monotonicity, convexity, the slope $\kappa$ and both limits were derived. As carried out here it covers only the simple tetragonal family, and within it the simple cubic lattice. Centred lattices require phase factors $e^{i\mathbf G\cdot\boldsymbol\tau}$ for planes shifted sideways by $\boldsymbol\tau$. Cubic symmetry enters once, when the sums $\theta$ and $Z$ are the same for the three axes, and the number $1/3$ arises as $1-\tfrac23$, the slab's depolarization factor plus $v\Sigma_{zz}/4\pi$, the dipole sum over the planes of the slab. By itself this route does not show that a sample of another shape has the same $L$.

That last gap is closed by applying the first derivation to the slab. It gives $E_{{\rm loc},z}=E_{{\rm ext},z}-4\pi P_z+\tfrac{4\pi}{3}P_z+S_{zz}p_z$, and comparison with $E_{{\rm ext},z}+\Sigma_{zz}p_z$ shows $\Sigma_{zz}=S_{zz}-8\pi/3v$ for every $\gamma$. The two definitions of $L_z$ then coincide, since $1+v\Sigma_{zz}/4\pi=\tfrac13+vS_{zz}/4\pi$, and the plane-wise series supplies the spherical sum that symmetry left open:

$$S_{zz}=\frac{4\pi}{a^3}\left[\frac{2}{3\gamma}-\frac23-F(1)+F(\gamma)\right],$$

which vanishes at $\gamma=1$.
